# Free energy of a thin conducting disc in an in-plane field

## Problem

A metallic inclusion in the insulating film of a memory cell polarizes when a voltage is applied, and this changes the free energy of the cell. Model the inclusion as a neutral, isolated, perfectly conducting disc of radius $a$ and thickness $t\ll a$. It lies in a linear, isotropic medium of permittivity $\varepsilon$. The applied field $E$ is uniform, points along $x$ and lies in the plane of the disc. The electrodes are far away and are held at fixed voltage. Show that inserting the disc changes the electrostatic free energy by

$$\Delta F=-\frac{8}{3}\,\varepsilon a^3E^2 ,$$

with a relative correction that vanishes as $t/a\to0$. This fall in free energy is called the gain below. Then evaluate it for a copper disc in silica with $a=3$ nm, $t=0.5$ nm and $E=3$ MV/cm, and judge the assumptions.

Charges interact through $q q'/(4\pi\varepsilon r)$. In atomic units this means $\varepsilon=\varepsilon_r/4\pi$, where $\varepsilon_r$ is the relative permittivity.

## Hints

1. At fixed voltage the source does work. Relate the extra charge it supplies to the dipole $p$ of the disc by Green's reciprocity.
2. For zero thickness, try a surface charge proportional to $x/\sqrt{a^2-r^2}$. Find its potential at a point of the disc by integrating along chords through that point.
3. For finite thickness, write the free energy as a minimum over charge distributions. What happens to a minimum when the body is enlarged?
4. A disc contains a flat disc and fits inside a flat spheroid. The spheroid can be solved for any thickness.

## Solution

### 1. Free energy and dipole

Put the plates at $x=0$ (potential $U$) and $x=d$ (potential 0), so that $U=Ed$ and the empty capacitor has $\phi_0=U-Ex$. Let the high plate carry charge $Q_0$ without the disc and $Q$ with it. At constant temperature the field energy $W$ of a linear medium is its Helmholtz free energy. Since the disc is neutral, $W=\tfrac12UQ$. At fixed voltage the source must be counted too, which gives $F=W-UQ=-\tfrac12UQ$.

The field inside the disc is zero, so its interior may be replaced by the medium while its charge density $\rho$ is kept. Both states then live in the same medium. The integral $\int\varepsilon\nabla\phi_0\cdot\nabla\phi\,dV$ can be integrated by parts in two ways, which must agree:

$$UQ_0=UQ+\int\rho\,\phi_0\,dV=UQ-Ep ,\qquad p=\int\rho\,x\,dV .$$

The constant in $\phi_0$ dropped out because the disc is neutral. Hence $U(Q-Q_0)=pE$, and

$$\Delta F=-\tfrac12\,pE .$$

The source does work $pE$; half of it raises the field energy. A lattice model of a capacitor, with $13\times11\times11$ nodes and a disc of radius three spacings, gave 1.000000 and 0.500000 for these two energies divided by $pE$.

### 2. The flat disc

Let $\sigma$ be the charge per area of both faces together, and try

$$\sigma=\frac{Kx}{\sqrt{a^2-r^2}} .$$

It is odd in $x$, hence neutral. Take a point $P=(x_P,y_P)$ of the disc, at distance $r_P$ from the centre, and draw lines through it along $\mathbf n=(\cos\varphi,\sin\varphi)$ with $0\le\varphi<\pi$. Let $s$ be the signed distance from $P$. The area element is $|s|\,ds\,d\varphi$ and the Coulomb factor is $1/|s|$, so their product is $ds\,d\varphi$. With $b=x_P\cos\varphi+y_P\sin\varphi$,

$$r^2=r_P^2+2sb+s^2,\qquad a^2-r^2=L^2-(s+b)^2,\qquad L^2=a^2-r_P^2+b^2 .$$

Substitute $u=s+b$. The whole chord is $-L<u<L$, and $x=x_P+s\cos\varphi=x_P-b\cos\varphi+u\cos\varphi$. The term odd in $u$ vanishes and $\int_{-L}^{L}du/\sqrt{L^2-u^2}=\pi$, so each chord gives $\pi(x_P-b\cos\varphi)$. Over the angles, $\int_0^\pi\cos^2\varphi\,d\varphi=\pi/2$ and $\int_0^\pi\sin\varphi\cos\varphi\,d\varphi=0$. Therefore

$$V(P)=\frac{K}{4\pi\varepsilon}\,\pi\left(\pi x_P-\frac{\pi}{2}x_P\right)=\frac{\pi K}{8\varepsilon}\,x_P .$$

A conductor needs $V-Ex$ constant, so $K=8\varepsilon E/\pi$. A neutral conductor in a given field has one equilibrium charge distribution, so the trial form is the solution.

With $r=a\sin\theta$, $\int_0^a r^3dr/\sqrt{a^2-r^2}=a^3\int_0^{\pi/2}\sin^3\theta\,d\theta=2a^3/3$, and

$$p=K\int_0^{2\pi}\cos^2\varphi\,d\varphi\int_0^a\frac{r^3\,dr}{\sqrt{a^2-r^2}}=\frac{8\varepsilon E}{\pi}\,\pi\,\frac{2a^3}{3}=\frac{16}{3}\,\varepsilon a^3E .$$

Thus

$$\Delta F=-\frac12pE=-\frac83\,\varepsilon a^3E^2=-\frac{2\varepsilon_r a^3E^2}{3\pi}\quad\text{(last form in atomic units)}.$$

A numerical solution for the surface charge, which does not assume its radial form, gave $p/(\varepsilon a^3E)=5.3333$, equal to $16/3$ to the digits shown.

The cube of the radius appears although the volume tends to zero. For zero thickness $a$ is the only length left, and $p/(\varepsilon E)$ has the dimension of a volume, so it must be proportional to $a^3$.

### 3. A larger body has a larger dipole

With distant electrodes, consider for every neutral $\rho$ confined to the body

$$G[\rho]=S[\rho]-E\int x\rho\,dV,\qquad S[\rho]=\frac12\iint\frac{\rho\rho'}{4\pi\varepsilon|\mathbf r-\mathbf r'|}\,dV\,dV' .$$

$S$ is the energy of the field made by $\rho$, so $S\ge0$. Let $\rho_0$ be the equilibrium charge and $V_0$ its potential. A neutral change $\delta$ gives

$$G[\rho_0+\delta]-G[\rho_0]=\int\delta\,(V_0-Ex)\,dV+S[\delta]=S[\delta]\ge0 ,$$

because $V_0-Ex$ is constant in the body. So $\rho_0$ minimizes $G$. There $S=\tfrac12\int\rho_0V_0\,dV=\tfrac12pE$, and the minimum is $-\tfrac12pE=\Delta F$. Enlarging the body admits more trial distributions, so the minimum cannot rise and $p$ cannot fall.

### 4. The conducting spheroid

First take an ellipsoid with semi-axes $a_i$ and uniform charge density $\rho$. At an interior point $\mathbf r$, the charge in the cone $d\Omega$ about $\mathbf n$ contributes $-\mathbf n\,\rho\,s(\mathbf n)\,d\Omega/4\pi\varepsilon$, where $s(\mathbf n)$ is the distance to the surface. The surface condition is $As^2+2Bs+C=0$, with $A=\sum n_i^2/a_i^2$, $B=\sum r_in_i/a_i^2$ and $C=\sum r_i^2/a_i^2-1$. Its roots are $s(\mathbf n)$ and $-s(-\mathbf n)$, with sum $-2B/A$. Pairing opposite cones,

$$\mathbf E_\rho=-\frac{\rho}{4\pi\varepsilon}\,\frac12\int\mathbf n\left(-\frac{2B}{A}\right)d\Omega,\qquad E_{\rho,x}=\frac{\rho N_x x}{\varepsilon},\qquad N_x=\frac1{4\pi}\int\frac{n_x^2/a_x^2}{A}\,d\Omega .$$

Terms in $n_xn_y$ and $n_xn_z$ integrate to zero. The definition gives $N_x+N_y+N_z=1$.

Superpose two such bodies with charges $\pm\rho$, displaced by a small $\delta$ along $x$. This is a uniform polarization $P=\rho\delta$, and its internal field is $-N_xP/\varepsilon$. Choosing $P=\varepsilon E/N_x$ cancels the applied field, so the resulting surface charge is that of the conductor. With volume $\mathcal V$,

$$p=\mathcal VP=\frac{\varepsilon E\mathcal V}{N_x} .$$

For semi-axes $a,a,c$ set $k=c/a$ and $q^2=1-k^2$. With $u=n_z$,

$$N_z=\int_0^1\frac{u^2\,du}{k^2+q^2u^2}=\frac1{q^2}\left[1-\frac kq\arctan\frac qk\right]=1-\frac{\pi k}{2}+2k^2+\dots$$

Hence $N_x=(1-N_z)/2=\pi k/4-k^2+\dots$. With $\mathcal V=4\pi a^3k/3$,

$$p=\frac{16}{3}\,\varepsilon a^3E\left(1+\frac{4k}{\pi}+\dots\right).$$

The factor $k$ in the volume cancels the factor $k$ in $N_x$, which is why the thickness disappears.

### 5. Independence of thickness

A cylinder of half-thickness $h=t/2$ contains the flat disc, so its dipole is at least $\tfrac{16}{3}\varepsilon a^3E$. It fits inside a spheroid with semi-axes $a',a',c$ that passes through its edges, $a^2/a'^2+h^2/c^2=1$. For $h\ll c\ll a$, $a'^3=a^3(1-h^2/c^2)^{-3/2}\approx a^3(1+3h^2/2c^2)$. The relative excess of the dipole over the flat value is therefore at most, to leading order,

$$\frac{3h^2}{2c^2}+\frac{4c}{\pi a} .$$

The derivative with respect to $c$ vanishes when $c^3=3\pi ah^2/4$. The first term is then $2c/\pi a$, and the bound becomes

$$\frac{6c}{\pi a}=\frac6\pi\left(\frac{3\pi}{4}\right)^{1/3}\left(\frac ha\right)^{2/3}\to0 .$$

This proves the claim. It also holds for rounded edges, provided the body still contains the flat disc and fits in the cylinder.

The approach to the limit is slow. Numerical solutions for cylinders gave excesses of 38.2, 21.5, 12.1 and 6.8 % at $t/a=0.2$, 0.1, 0.05 and 0.025. "Leading order" needs a very thin disc if a few per cent matter.

### 6. Copper in silica

Take $\varepsilon_r=3.9$, a rough value for silica. The charge displaced across the midline is

$$2K\int_0^a\frac{r^2dr}{\sqrt{a^2-r^2}}=2K\,\frac{\pi a^2}{4}=4\varepsilon a^2E=2.33\,e .$$

The ratio of $p$ to this charge is $4a/3=4$ nm, so $p=9.31\,e\,$nm. With $E=0.3$ V/nm,

$$\Delta F=-\tfrac12(9.31)(0.3)\ \text{eV}=-1.40\ \text{eV}\quad(-0.0513\ \text{hartree}).$$

At 300 K, $k_BT=0.0259$ eV, so the ideal gain is about 54 $k_BT$. The corrections below are each relative to the ideal flat disc.

**Thickness.** The true cylinder has $t/a=1/6$ and a factor 1.33, which would give $-1.86$ eV.

**Screening.** In the Thomas–Fermi model the potential inside the metal, measured from its neutral value, obeys $\phi''=\phi/\lambda^2$ across the thickness. For a symmetric slab $\phi\propto\cosh(z/\lambda)$. Gauss's law at the two faces then gives a surface value $\phi_s=-R\sigma$ with $R=(\lambda/2\varepsilon_0)\coth(t/2\lambda)$. The conductor condition becomes $V+R\sigma-Ex=$ constant. A free-electron density of 85 nm$^{-3}$, rough for copper, gives $\lambda=0.055$ nm and $\varepsilon R/a=0.036$. The dipole nevertheless falls by the factor 0.76, to $-1.06$ eV. First-order perturbation theory fails here: its cost $\tfrac12R\int\sigma^2dA$ contains $\int r^3dr/(a^2-r^2)$, which diverges logarithmically at the rim. The slab formula is itself doubtful within about $t$ of the rim, so 0.76 is an estimate. Within the Thomas–Fermi model thickness and screening act in opposite directions; solved together for the cylinder they give a factor 0.99, or $-1.38$ eV. The sign of the screening correction belongs to that model, which places the induced charge inside the metal surface. A self-consistent jellium slab of the same density in vacuum, where electrons spill out, places it about 0.09 nm outside the edge of the positive background. For a real copper/silica interface the sign and size depend on where the oxide begins, which this model does not describe.

**Electrodes.** For a film of thickness $d=12$ nm with the disc at mid-height, the image dipoles are parallel to $p$ at distances $nd$ on both sides. They add a field $\sum_{n\ge1}4p/(4\pi\varepsilon n^3d^3)$. Treating the disc as a point dipole, this raises $p$ by 3 %.

**Rim field.** On a spheroid with $c=t/2$ the field at the rim is $P/\varepsilon=E/N_x=51$ MV/cm. This overstates the field of a real disc, because the rim of that spheroid has a radius of curvature $c^2/a=0.02$ nm, less than the size of an atom. A numerical solution for the perfectly conducting cylinder gives about 13 MV/cm halfway up its side wall, and more towards its sharp edges. Even that exceeds a rough breakdown field of 10 MV/cm for silica. Breakdown is the failure of a whole film, so this comparison does not show that the medium fails at the rim. It does warn that a linear response there is an assumption, and this model cannot say how far a departure from it would move the energy.

**Isolation.** For the same 12 nm film, a tunnelling estimate along $x$ from the rim to an electrode gives an escape time of the order of a second per electron. It depends exponentially on a rough barrier and a rough mass, so it could be wrong by orders of magnitude. That figure lets one electron strike the most favourable point of the rim head-on at every transit. Counting instead the free-electron flux of all electrons onto the side wall, with the same barrier and mass, gives roughly one loss in 10 to 100 s. The disc can be treated as isolated only for times much shorter than the time to the first loss.

In a copper/silica conductive-bridge memory cell, copper ions also move and react, and a filament need not be disc-shaped; neither is described here. Thickness and screening each move the gain by tens of per cent, so "between one and two electronvolts" is as much as the model supports, with the rim left aside.

## Variation 1: a tilted field

*Let the field make an angle $\theta$ with the plane of the disc.*

The components act independently, because reflection in the plane of the disc forbids a cross term. For the normal component a thin spheroid has $N_z\to1$, so its dipole is $\varepsilon\mathcal VE\sin\theta$, which vanishes with the volume. The enclosing spheroid of section 5 also has vanishing volume, so the same holds for the cylinder. To leading order

$$\Delta F=-\frac83\,\varepsilon a^3E^2\cos^2\theta .$$

The field favours discs whose plane contains it. For the ideal flat disc of the example, whose normal term is zero, turning it from $\theta=0$ to $90^\circ$ costs 1.40 eV.

## Variation 2: can the field pay for the interface?

*Add an interface energy $\gamma$ per area on both faces, neglecting the rim and any bulk free-energy difference between the phases.*

$$F(a)=2\pi a^2\gamma-\frac83\,\varepsilon a^3E^2 .$$

This vanishes at $a_0=3\pi\gamma/(4\varepsilon E^2)$. Its maximum follows from $4\pi a\gamma=8\varepsilon a^2E^2$ and lies at $\pi\gamma/(2\varepsilon E^2)=\tfrac23a_0$. At fixed field the ratio of gain to cost is $a/a_0$.

Take $\gamma=1$ J/m$^2$, a rough value for a metal–oxide interface, which converts to 6.24 eV/nm$^2$. The 3 nm disc then costs $2\pi a^2\gamma\approx350$ eV, some 250 times the ideal gain. Balance would require $a_0\approx760$ nm, far larger than the film is thick, where the assumption of distant electrodes has failed. In this model the field alone does not make such a disc favourable. A bulk driving force, such as a supply of copper at higher chemical potential, would have to provide nearly all of the cost. The field term then acts as a small, orientation-dependent addition, though still a large one on the scale of $k_BT$.

The numerical output below lists the main values and the rough inputs behind them.

## Calculated quantities

```
TESTS (lengths in a, eps = E = 1)
flat disc alpha, numerical: 5.3333
flat disc alpha, 16/3: 5.3333
spheroid c/a=1/12 alpha, numerical: 5.9032
spheroid c/a=1/12 alpha, formula: 5.9035
cylinder t/a=0.2: excess 38.2 %, bound 63.0 %
cylinder t/a=0.1: excess 21.5 %, bound 37.8 %
cylinder t/a=0.05: excess 12.1 %, bound 23.0 %
cylinder t/a=0.025: excess 6.8 %, bound 14.2 %
lattice: source work / pE = 1.000000
lattice: field-energy rise / pE = 0.500000
EXAMPLE INPUTS
disc radius: 3.0 nm
disc thickness: 0.5 nm
film thickness: 12 nm
applied field: 3.0 MV/cm
temperature: 300 K
relative permittivity (rough): 3.9
copper electron density (rough): 85 nm^-3
barrier (rough): 3.5 eV
tunnelling mass (rough): 0.5 m_e
silica breakdown field (rough): 10 MV/cm
interface energy (rough): 6.24 eV/nm^2
EXAMPLE RESULTS
induced dipole: 9.31 e nm
charge moved across midline: 2.33 e
free-energy change: -1.397 eV
free-energy change: -0.0513 hartree
thermal energy kT: 0.0259 eV
NEGLECTED EFFECTS
thickness, true cylinder: factor 1.328
thickness, spheroid c=t/2: factor 1.107
thickness, rigorous upper bound: factor 1.549
Fermi energy: 7.05 eV
screening length: 0.0553 nm
screening parameter beta: 0.0359
imperfect screening: factor 0.759
electrode images, dipole estimate: factor 1.033
rim field, spheroid: 50.7 MV/cm
rim field / breakdown field: 5.1
tunnelling exponent to electrode: 33.6
escape time per electron: 1.5e+00 s
conduction electrons in disc: 1202
mean level spacing: 0.0078 eV
potential drop centre to rim without disc: 0.90 V
interface cost, two faces: 353 eV
interface cost / field gain: 253
radius where gain equals cost: 758 nm
```
